\section*{Effective thermionic area of a pinched-off patch in a Schottky contact}

\section{What the patch does to the barrier}

\textbf{Q.} A metal contact on n-type silicon has a small disc where the barrier is low. Surely its emitting area is $\pi R^2$ and its barrier is the low one. What is there to derive?

\textbf{A.} That picture assumes that an electron meets the disc's own barrier. A small disc is surrounded by metal with a higher barrier, and the surroundings raise the energy in front of it. The electron may then have to cross a maximum inside the semiconductor, whose height and width are set by electrostatics.

Let $z$ be the distance into the semiconductor, $\rho$ the lateral distance from the disc's axis, and $V$ the electron's potential energy, measured from the metal's Fermi level. At $z=0$, $V=\Phi_0$ outside the disc and $\Phi_0-\Delta$ inside it. With uniform, fully ionized donors and a depletion layer of width $W$, the background energy is
\begin{equation}
V_0(z)=\Phi_0-F_0z+\frac{F_0z^2}{2W},\qquad F_0=\frac{2V_{bb}}{W},
\end{equation}
where $V_{bb}$ is the band bending, in energy units. The force towards the semiconductor is
\begin{equation}
F(z)=-V_0'(z)=F_0(1-z/W).
\end{equation}
I call $F$ the electric force; it is positive and has units of energy per length.

\textbf{Q.} And the disc? You cannot just subtract $\Delta$ everywhere in front of it.

\textbf{A.} No. The donor charge is the same with and without the disc, so the difference $\delta V$ obeys Laplace's equation. It equals $-\Delta$ on the disc and zero on the rest of the metal plane. I let it vanish far away, which needs the neutral edge at $W$ to be distant. The half-space solution with these boundary values is
\begin{equation}
\delta V(\mathbf r)=-\frac{\Delta z}{2\pi}\int_{\rm disc}\frac{d^2r'}{|\mathbf r-\mathbf r'|^3}.
\end{equation}
On the axis the angular integral gives $2\pi$, and
\begin{equation}
f(z)\equiv\delta V(0,z)=-\Delta z\int_0^R\frac{r'\,dr'}{(r'^2+z^2)^{3/2}}
=-\Delta\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].
\end{equation}
Far from a small disc the denominator is constant over the disc, whose area is $\pi R^2$. Hence
\begin{equation}
\delta V\simeq-\frac{pz}{(z^2+\rho^2)^{3/2}},\qquad p=\frac{\Delta R^2}{2}.
\label{dip}
\end{equation}
This is a dipole field: the metal screens the disc's influence.

\section{The saddle and its lateral curvature}

\textbf{Q.} Does a maximum in front of the disc always exist?

\textbf{A.} Look at the slope on the axis, $-F+f'$. Since $d(z/\sqrt{z^2+R^2})/dz=R^2/(z^2+R^2)^{3/2}$, a stationary point $z_s$ requires
\begin{equation}
F(z_s)=\frac{\Delta R^2}{(z_s^2+R^2)^{3/2}}.
\label{sad}
\end{equation}
For a uniform force the right side falls from $\Delta/R$ at the metal to zero, so there is a solution if and only if $FR<\Delta$. That is the condition of pinch-off. In such a force a wider disc has no inner maximum on its axis, so its low barrier is exposed at the centre; towards the rim a maximum remains.

For $R\ll z_s$ the condition becomes
\begin{equation}
F=\frac{\Delta R^2}{z_s^3}=\frac{2p}{z_s^3},\qquad\text{so}\qquad p=\frac{Fz_s^3}{2}.
\label{pF}
\end{equation}
From here on, $F$ without an argument means the force at the saddle.

\textbf{Q.} You call it a saddle. Why should the energy rise sideways?

\textbf{A.} Because the attraction of the disc weakens sideways, while the background does not depend on $\rho$. Put $x=\rho^2/z^2$ in (\ref{dip}) and use $(1+x)^{-3/2}=1-\frac32x+\dots$:
\begin{equation}
\delta V=-\frac{p}{z^2}(1+x)^{-3/2}=-\frac p{z^2}+\frac{3p}{2z^4}\rho^2+\dots
\end{equation}
At $z=z_s$, inserting (\ref{pF}),
\begin{equation}
V(\rho,z_s)=V_s+a\rho^2+\dots,\qquad
a=\frac{3}{2z_s^4}\,\frac{Fz_s^3}{2}=\frac{3F}{4z_s}.
\label{a}
\end{equation}
Only the local force enters, so the depletion parabola is accounted for by taking $F=F(z_s)$.

\section{From curvature to an area}

\textbf{Q.} A curvature is not an area. Where does the temperature enter?

\textbf{A.} Through the number of electrons that can cross at each $\rho$. Take isotropic mass $m$, a nondegenerate semiconductor and zero bias. The density at a point is $N_c e^{-V/kT}$, with $N_c$ the effective density of states. In a Maxwellian the one-way flux per unit area is the density times
\begin{equation}
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}}.
\end{equation}
This factor and $N_c$ are the same for the patch and for a uniform contact. I therefore define $A$ as the area of a uniform contact with barrier $V_s$ that carries the same one-way current. If electrons cross the plane $z=z_s$ without being scattered back,
\begin{equation}
A=\int_0^\infty2\pi\rho\,e^{-a\rho^2/kT}d\rho=\frac{\pi kT}{a}.
\end{equation}
With (\ref{a}) this becomes
\begin{equation}
\boxed{A=\frac{4\pi kT\,z_s}{3F}}.
\label{main}
\end{equation}

\textbf{Q.} Some would call $z_s$ the saddle depth. Might one insert the energy by which the saddle lies below $\Phi_0$?

\textbf{A.} The units forbid it: $kT/F$ is a length, so the other factor must be a length. The depth in (\ref{main}) is the distance from the metal. The energy $D=\Phi_0-V_s$ is a different quantity. In a uniform force and for a small disc,
\begin{equation}
D=Fz_s+\frac{p}{z_s^2}=Fz_s+\frac{Fz_s}{2}=\frac32Fz_s.
\end{equation}
Using $z_s=(\Delta R^2/F)^{1/3}$ shows what the disc contributes:
\begin{equation}
D=\tfrac32(\Delta R^2F^2)^{1/3},\qquad
A=\frac{4\pi kT}{3}\,\frac{(\Delta R^2)^{1/3}}{F^{4/3}}.
\label{scal}
\end{equation}
A stronger force lowers the saddle and narrows the passage. Also, $A\propto T$. At fixed $V_s$ and $F$ the current therefore varies as $T^3e^{-V_s/kT}$, and the slope of $\ln(I/T^2)$ against $1/kT$ is $-(V_s+kT)$ rather than $-V_s$. In a real contact the band bending, and with it $V_s$ and $F$, also changes with temperature. For the example below, with $\Phi_0$ and $\Delta$ held fixed, the slope then exceeds $V_s$ in size by about 14 meV instead of 26 meV.

\section{A disc of finite radius}

\textbf{Q.} Your dipole needs $R\ll z_s$. But a tiny disc barely lowers the barrier. Is there any room left?

\textbf{A.} Not much. The harmonic expansion needs $kT\ll Fz_s$, and (\ref{pF}) gives $Fz_s=\Delta(R/z_s)^2$. Both requirements together read
\begin{equation}
\frac{kT}{\Delta}\ll\left(\frac R{z_s}\right)^2\ll1 .
\label{win}
\end{equation}
At room temperature, with $\Delta$ a few tenths of an eV, this window is narrow. The second inequality can be removed, however. Near the axis write $\delta V=f(z)+g(z)\rho^2$. The lateral part of the Laplacian of $g\rho^2$ is $4g$, so on the axis
\begin{equation}
f''+4g=0,\qquad a=g(z_s)=-\tfrac14f''(z_s).
\end{equation}
Differentiating $f'=\Delta R^2(z^2+R^2)^{-3/2}$ and using (\ref{sad}),
\begin{equation}
f''(z_s)=-\frac{3z_s\Delta R^2}{(z_s^2+R^2)^{5/2}}=-\frac{3Fz_s}{z_s^2+R^2}.
\end{equation}
Therefore
\begin{equation}
a=\frac{3Fz_s}{4(z_s^2+R^2)},\qquad
A=\frac{4\pi kT(z_s^2+R^2)}{3Fz_s}.
\label{disc}
\end{equation}
At the same $z_s$ and $F$, the finite radius multiplies (\ref{main}) by $1+R^2/z_s^2$.

\textbf{Q.} In a uniform force, let $R$ approach $\Delta/F$. Then $z_s\to0$ and your area diverges. A finite disc cannot do that.

\textbf{A.} The divergence marks the end of the harmonic expansion. By (\ref{disc}), the typical $\rho^2$ of a crossing is
\begin{equation}
\frac{kT}{a}=\frac{4kT}{3Fz_s}\,(z_s^2+R^2).
\end{equation}
It must be small compared with $z_s^2+R^2$, the scale on which the disc's field changes. So $4kT/(3Fz_s)\ll1$ is needed, and this fails as $z_s\to0$. In the opposite limit, $R\gg\Delta/F$, the disc is open and your first picture holds: area $\pi R^2$ and barrier $\Phi_0-\Delta$, apart from the rim.

\section{How far can the harmonic saddle be trusted?}

\textbf{Q.} Keep the next term in $\rho$, then. I suspect that the correction is large.

\textbf{A.} On the flat plane it is. But the plane is not the best place to count. Every electron that passes from metal to semiconductor must cross any surface that separates them. The one-way flux through such a surface is thus an upper bound on the classical current, and the lowest bound is the most useful. Try
\begin{equation}
z=z_s+\kappa\rho^2,\qquad\kappa=\lambda/z_s .
\end{equation}
I take the dipole in a uniform force and set $u=z-z_s$. The terms needed are
\begin{equation}
V-V_s=a\rho^2-bu^2+c\rho^2u-h\rho^4+\dots
\end{equation}
On the axis $V=\Phi_0-Fz-p/z^2$, and half its second derivative is $-3p/z_s^4$. The derivative of $3p/(2z^4)$ is $-6p/z^5$. The next term of the binomial series, $\frac{15}8x^2$, gives $-15p\rho^4/(8z^6)$. With $p=Fz_s^3/2$,
\begin{equation}
b=\frac{3F}{2z_s},\qquad c=-\frac{3F}{z_s^2},\qquad h=\frac{15F}{16z_s^3}.
\end{equation}
On the surface $u=\kappa\rho^2$, so all three terms are of order $\rho^4$:
\begin{equation}
V-V_s=a\rho^2-G\rho^4,\qquad
G=\frac{F}{z_s^3}\left(\frac{15}{16}+3\lambda+\frac32\lambda^2\right).
\end{equation}
The tilted surface has area element $2\pi\rho\sqrt{1+4\kappa^2\rho^2}\,d\rho\simeq2\pi\rho(1+2\kappa^2\rho^2)d\rho$. With the Gaussian weight, $\langle\rho^2\rangle=kT/a$ and $\langle\rho^4\rangle=2(kT/a)^2$. The relative correction to $A$ is therefore
\begin{equation}
\frac{2G\,kT}{a^2}+\frac{2\kappa^2kT}{a}
=\frac{kT}{Fz_s}\left(\frac{10}3+\frac{32}3\lambda+\frac{16}3\lambda^2+\frac83\lambda^2\right),
\label{corr}
\end{equation}
where $1/a=4z_s/(3F)$ was used. The last two terms add to $8\lambda^2$. For the plane, $\lambda=0$, the coefficient is $10/3$. Setting the derivative $32/3+16\lambda$ to zero gives $\lambda=-2/3$, and the coefficient is
\begin{equation}
\frac{10}3-\frac{64}9+\frac{32}9=-\frac29 .
\end{equation}
The best paraboloid with its apex at the saddle bends back towards the metal. At first order its bound lies slightly below the harmonic area, so the increase found on the flat plane is not real. If the apex may also move, a shift of $2kT/(3F)$ towards the metal with $\lambda=-1/2$ lowers the coefficient further, to $-2/3$; I keep the apex fixed below. How far the true classical area lies below this bound is not settled by the argument. Numerical integration of the full dipole energy at $kT/(Fz_s)=0.002$ and $0.001$, extrapolated to zero, gives coefficients 3.333 and $-0.222$.

\textbf{Q.} Silicon does not have an isotropic mass.

\textbf{A.} If the mass along the normal is $r$ times the lateral mass, the squared tilt counts $r$ times as much, because the lateral thermal velocity is larger by $\sqrt r$. The term $\frac83\lambda^2$ in (\ref{corr}) becomes $\frac83r\lambda^2$. The minimum moves to
\begin{equation}
\lambda=-\frac{2}{2+r},\qquad\text{with coefficient}\quad\frac{10}3-\frac{32}{3(2+r)} .
\end{equation}
With the apex fixed, the coefficient is positive for $r>6/5$, and a light normal mass, $r<1$, makes it more negative than $-2/9$.

\textbf{Q.} Tunnelling through the top must raise the current. Have you forgotten it?

\textbf{A.} It has an opponent. Let $\omega_b^2=2b/m$ describe the inverted parabola along $z$, and $\omega_a^2=2a/m$ each lateral oscillation. Write $x_i=\hbar\omega_i/kT$ and $y$ for the energy from the barrier top in units of $kT$. The transmission of an inverted parabola is $1/(1+e^{-2\pi y/x_b})$. With $s=2\pi y/x_b$, its thermal average is
\begin{equation}
\frac{x_b}{2\pi}\int_{-\infty}^{\infty}\frac{e^{-sx_b/2\pi}}{1+e^{-s}}ds
=\frac{x_b/2}{\sin(x_b/2)}\simeq1+\frac{x_b^2}{24},\qquad x_b<2\pi .
\end{equation}
Each lateral oscillator has the partition function $\sum_n e^{-(n+1/2)x_a}=1/[2\sinh(x_a/2)]$ instead of the classical $1/x_a$. The ratio is $(x_a/2)/\sinh(x_a/2)\simeq1-x_a^2/24$, and there are two such factors. To this order the net change is $(x_b^2-2x_a^2)/24$. It vanishes because $b=2a$ for the dipole in a uniform force, which is Laplace's equation again. Space charge and unequal masses spoil the cancellation.

\section{A silicide patch in numbers}

\textbf{Q.} Put in numbers where your inequalities are under strain.

\textbf{A.} Take $T=300$ K, $kT=25.85$ meV, $\Phi_0=0.65$ eV and $10^{17}$ donors per cm$^3$. The disc has $R=5$ nm and $\Delta=0.40$ eV. In the bulk the band edge lies 0.145 eV above the Fermi level, so $V_{bb}=0.505$ eV. The depletion width is 80.8 nm, and
\begin{equation}
F_0=\frac{2\times505\ \text{meV}}{80.8\ \text{nm}}=12.5\ \text{meV/nm}.
\end{equation}
In a uniform force of this size, discs up to 32 nm in radius are pinched off. The small-disc saddle lies at $z_s=9.69$ nm, where $F=11.0$ meV/nm:
\begin{equation}
A=\frac{4\pi(25.85)(9.69)}{3(11.0)}\ \text{nm}^2\simeq95\ \text{nm}^2,\qquad D=0.167\ \text{eV}.
\end{equation}
For the finite disc, (\ref{sad}) gives $z_s=8.22$ nm and $F=11.22$ meV/nm. Then $z_s^2+R^2=92.6$ nm$^2$, and
\begin{equation}
A=\frac{4\pi(25.85)(92.6)}{3(11.22)(8.22)}\ \text{nm}^2\simeq109\ \text{nm}^2,\qquad D=0.156\ \text{eV}.
\end{equation}
The saddle barrier is $V_s=0.494$ eV, not the disc's own 0.25 eV. As a test, the disc potential was integrated over its boundary values; its maximum and finite-difference curvature reproduced this area within 0.1\%.

\textbf{Q.} So the simple formula errs by only 12\%.

\textbf{A.} In area, relative to the finite disc. Its saddle is also 11 meV too low, which multiplies the current by $e^{11.3/25.85}\simeq1.55$. Together the small-disc estimate gives a current about 1.36 times that of the finite disc. The window (\ref{win}) reads $0.065\ll0.37\ll1$, which is hardly a clean separation.

Temperature matters too, since $kT/(Fz_s)=0.28$. For isotropic mass, the lowest flux among paraboloids with their apex at the saddle corresponds to 93 nm$^2$. As this is an upper bound on the classical area, the harmonic 109 nm$^2$ is at least 17\% too large relative to the true classical value (at least 24\% if the apex is also allowed to move, which lowers the bound to 88 nm$^2$). The first-order dipole coefficient would predict a reduction of 6\%; the larger shift contains the finite radius, the space charge and higher orders, which I have not separated. The bound's closeness to the 95 nm$^2$ above is no evidence for the small-disc formula, whose saddle energy is still wrong. Averaged over silicon's valleys for a (001) surface, the bound with the apex fixed at the saddle is 94 nm$^2$, and the net quantum factor is 1.01.

\textbf{Q.} Does so small a spot matter to a whole contact?

\textbf{A.} The harmonic finite disc carries as much current as a background area
\begin{equation}
Ae^{D/kT}\simeq109\times414\ \text{nm}^2\simeq0.045\ \mu\text{m}^2 .
\end{equation}
On this count, about 22 such patches per $\mu$m$^2$ would match the background current. The image force changes the comparison. It lowers the saddle by 3.7 meV, but a uniform background barrier by 39 meV. If 0.65 eV is the barrier before that lowering, these shifts divide the equivalent area by $e^{35.5/25.85}\simeq3.9$. The image force also weakens the net force at the saddle, which widens the passage by about 5\%, so the equivalent area becomes about 0.012 $\mu$m$^2$. This is a classical count: tunnelling and quantum reflection at the thin top of the background barrier are left out. In a one-dimensional estimate with a free-electron metal whose band bottom lies 2 to 10 eV below the Fermi level, they reduce the background current by roughly 25 to 55\%, and by more if the mass in the metal is smaller. Electrons through the patch are also reflected at the metal, but less, so the equivalent area rises by a factor between about 1.2 and 2, depending on the model of the metal.

\textbf{Q.} And how close is this to a real silicide contact?

\textbf{A.} The background barrier is roughly that of nickel monosilicide on n-type silicon. The doping suits a fairly heavily doped Schottky diode; it is far below that of transistor source and drain contacts, where tunnelling through the whole barrier matters. The disc's $R$ and $\Delta$ are assumed values. The smeared donor charge is a further approximation: the mean donor spacing is 21.5 nm, more than twice $z_s$. One extra donor on the axis at $2z_s$ lowers the energy at the original saddle point by 10 meV. That alone would raise the patch current by a factor of about 1.5, but the donor also strengthens the local force, which draws the saddle towards the metal and narrows the passage, so the net gain is much smaller, about 9\% in the harmonic estimate. The effect depends on where the donors sit, so nominally identical patches should differ. Free carriers in the depletion layer reduce the force by about 3\%. By the scaling (\ref{scal}) this costs about 3 meV of $D$ and widens $A$ by 4\%, a net loss of 6 to 7\% in current. The neutral edge shifts the saddle by only 0.05 meV. Ballistic crossing is reasonable: for an assumed mobility of 800 cm$^2$/Vs the mean free path is about 25 nm, while the energy falls by $kT$ within about 6 nm beyond the saddle (4 nm in the harmonic estimate). A rough diffusion estimate, with the diffusive resistance in series with thermionic emission, puts the loss from scattering at about 10\% if only the path beyond the saddle counts, and at about 15 to 17\% for the whole path to the metal. The numerical output lists the remaining inputs and intermediate values.

\textbf{Q.} When, then, may I use the boxed formula as it stands?

\textbf{A.} For an isolated, pinched-off disc that satisfies (\ref{win}), with $z_s\ll W$ and little scattering near the saddle. If $R/z_s$ is not small, use (\ref{sad}) and (\ref{disc}). If $kT/(Fz_s)$ is not small either, treat the harmonic area as an estimate and compute a flux bound. In this example an error of 10 meV in the saddle energy changes the current more than the whole anharmonic correction found here, so the electrostatics deserves the first effort.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K
thermal energy kT: 25.85 meV
background barrier: 0.65 eV
barrier deficit of patch: 0.4 eV
patch radius: 5 nm
donor density: 1e+17 cm^-3
relative permittivity: 11.7
longitudinal mass: 0.92 m0
transverse mass: 0.19 m0
conduction-band density of states: 2.744e+19 cm^-3
band edge above Fermi level in bulk: 0.1451 eV
band bending: 0.5049 eV
depletion width: 80.8 nm
force at the metal: 12.5 meV/nm
field at the metal: 0.125 MV/cm
largest pinched-off radius, uniform force: 32.01 nm
DIPOLE saddle distance: 9.688 nm
DIPOLE force at saddle: 11 meV/nm
DIPOLE saddle energy below background: 0.1671 eV
DIPOLE effective area: 95.39 nm^2
DISC saddle distance: 8.221 nm
DISC force at saddle: 11.22 meV/nm
DISC saddle barrier V_s: 0.4942 eV
DISC saddle energy below background: 0.1558 eV
DISC lateral coefficient a: 0.7475 meV/nm^2
DISC effective area: 108.6 nm^2
simple formula at the disc's own saddle: 79.31 nm^2
geometric patch area: 78.54 nm^2
(R/z_s)^2 of disc: 0.3699
kT/Delta: 0.06463
kT/(F z_s) of disc: 0.2801
exp(D/kT): 413.5
background area of equal current: 0.04493 um^2
first-order coefficient, flat plane: 3.333
first-order coefficient, best paraboloid: -0.2223
flux-bound area, isotropic mass: 92.55 nm^2
best kappa*z_s for disc, isotropic mass: -0.7884
flux-bound area, heavy mass along normal: 132.6 nm^2
flux-bound area, light mass along normal: 85.02 nm^2
flux-bound area, silicon (001) valley mean: 93.83 nm^2
tunnelling factor, light mass along normal: 1.075
lateral quantum factor, same valleys: 0.9562
tunnelling factor, heavy mass along normal: 1.015
lateral quantum factor, same valleys: 0.9285
net quantum factor, valley mean: 1.012
image-force lowering at saddle: 3.743 meV
image-force lowering of background: 39.22 meV
saddle shift from neutral edge: 0.04704 meV
force factor from carrier tail: 0.9741
mean donor spacing: 21.54 nm
one donor at 2 z_s lowers saddle by: 9.98 meV
mobility assumed: 800 cm2/Vs
mean free path: 24.88 nm
length for a fall of kT past saddle: 4.27 nm
donor density / density of states: 0.003644
\end{verbatim}
